\section*{Does the density alone fix a Perdew-Zunger corrected energy and barrier?}

\section*{Question}

I am comparing levels of theory for barriers of small precursor molecules, with ammonia as the first case. A semilocal functional leaves a self-interaction error, so I take its converged density and subtract the Perdew-Zunger correction, orbital by orbital. I assumed that the corrected energy would follow from the density, as the uncorrected energy does. A colleague used the same density with localized instead of canonical orbitals and obtained another barrier. Is one of us making a numerical error? If not, what happens when two occupied orbitals of the same spin are rotated into each other, and how much can it matter for a barrier?

\section*{Answer}

Neither of you need have made an error. The density does not determine the correction until a rule for choosing the orbitals is added. This can be seen by rotating one pair and following each term.

\subsection*{What stays fixed}

Let the occupied orbitals $\phi_i$ of one spin be orthonormal, real and singly occupied, with densities $n_i=\phi_i^2$. The Perdew-Zunger energy is
\begin{equation}
E_{\rm PZ}=E_{\rm DFA}-\sum_{i\sigma}S[n_{i\sigma}],\qquad
S[n_i]=J[n_i]+E_{\rm xc}[n_i,0],
\end{equation}
where $E_{\rm DFA}$ is the total energy of the semilocal approximation and $E_{\rm xc}[n_i,0]$ is its exchange-correlation energy for a fully spin-polarized density. The Hartree self-energy is
\begin{equation}
J[n]=\tfrac12(n|n),\qquad
(f|g)=\frac{e^2}{4\pi\varepsilon_0}\iint
\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
Rotate two orbitals of the same spin, with $c=\cos\theta$ and $s=\sin\theta$:
\begin{equation}
\phi_1'=c\,\phi_1+s\,\phi_2,\qquad \phi_2'=-s\,\phi_1+c\,\phi_2 .
\end{equation}
In the sum $\phi_1'(\mathbf r)\phi_1'(\mathbf r')+\phi_2'(\mathbf r)\phi_2'(\mathbf r')$ the cross terms carry $+cs$ from the first product and $-cs$ from the second, and cancel. The remaining terms carry $c^2+s^2=1$. The one-particle density matrix is therefore unchanged, and with it the spin density, the kinetic energy and all of $E_{\rm DFA}$.

The individual densities do change. Define
\begin{equation}
N=n_1+n_2,\qquad D=\tfrac12(n_1-n_2),\qquad p=\phi_1\phi_2 .
\end{equation}
Using $c^2=(1+\cos2\theta)/2$, $s^2=(1-\cos2\theta)/2$ and $2cs=\sin2\theta$,
\begin{align}
n_1'&=c^2n_1+s^2n_2+2cs\,p=\tfrac12N+q,\\
n_2'&=s^2n_1+c^2n_2-2cs\,p=\tfrac12N-q,\\
q(\theta)&=D\cos2\theta+p\sin2\theta .
\end{align}
The rotation changes $q$, which is half the difference of the two orbital densities, while their sum stays $N$. Equal occupation matters here: with occupations $f_1\ne f_2$ the sum would contain $(f_1-f_2)q$, and the total density would change too.

\subsection*{What the correction does}

The Hartree self-energies add up to
\begin{align}
J[n_1']+J[n_2']
&=\tfrac12\left(\tfrac N2+q\middle|\tfrac N2+q\right)
+\tfrac12\left(\tfrac N2-q\middle|\tfrac N2-q\right)\nonumber\\
&=\tfrac14(N|N)+(q|q),
\end{align}
because the terms linear in $q$ cancel. Inserting $q$ and replacing squares and products by functions of $4\theta$ gives
\begin{align}
(q|q)&=\cos^2 2\theta\,(D|D)+\sin^2 2\theta\,(p|p)
+2\sin2\theta\cos2\theta\,(D|p)\nonumber\\
&=\frac{(D|D)+(p|p)}2+\frac{(D|D)-(p|p)}2\cos4\theta+(D|p)\sin4\theta .
\label{eq:hartree}
\end{align}
This part is independent of $\theta$ if and only if $(D|D)=(p|p)$ and $(D|p)=0$.

In the local spin-density approximation (LSDA), the exchange self-energies are integrals of
\begin{equation}
f_x(n)=-C n^{4/3},\qquad
C=\frac34\left(\frac6\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}.
\end{equation}
Since $f_x''=-\frac49Cn^{-2/3}<0$, the slope $f_x'$ falls with density. Hence, for $q>0$,
\begin{equation}
\frac{d}{dq}\left[f_x(\tfrac N2+q)+f_x(\tfrac N2-q)\right]
=f_x'(\tfrac N2+q)-f_x'(\tfrac N2-q)<0 .
\end{equation}
The bracket is even in $q$, so a larger $|q|$ at a point makes the summed exchange energy density there more negative. With the minus sign in $E_{\rm PZ}$, enlarging $q$ everywhere by a common factor, which moves the orbital densities apart, lowers the Hartree part through $-(q|q)$ and raises the exchange part. The two compete, but they are different functionals of $q$ and have no general reason to cancel.

They do cancel if the functional satisfies $E_{\rm xc}[n_i,0]=-J[n_i]$ for every one-electron density, as the exact one does. Then each $S[n_i]$ vanishes and no orbital choice can matter. Hartree-Fock theory has the same property through its self-exchange. The ambiguity thus comes from removing the error of an approximate functional one orbital at a time.

\subsection*{The slope, and how a rule can be chosen}

Let $v_i=\delta S/\delta n_i$ be the self-interaction potential of orbital $i$, Hartree plus exchange-correlation. Differentiating the rotation gives $d\phi_1'/d\theta=\phi_2'$ and $d\phi_2'/d\theta=-\phi_1'$, so
\begin{equation}
\frac{dn_1'}{d\theta}=2\phi_1'\phi_2',\qquad
\frac{dn_2'}{d\theta}=-2\phi_1'\phi_2' .
\end{equation}
Since $E_{\rm DFA}$ does not move,
\begin{equation}
\frac{dE_{\rm PZ}}{d\theta}
=-\int\left(v_1\frac{dn_1'}{d\theta}+v_2\frac{dn_2'}{d\theta}\right)d^3r
=-2\langle\phi_1'|v_1-v_2|\phi_2'\rangle ,
\label{eq:slope}
\end{equation}
with the potentials evaluated for the rotated orbitals. A set of orbitals is stationary under real rotations when this matrix element vanishes for every occupied pair. Canonical orbitals diagonalize the Kohn-Sham Hamiltonian, which is a different condition.

One rule is to minimize $E_{\rm PZ}$ over rotations. The starting orbitals then drop out, provided the lowest minimum is found. One may even define a functional of the density by minimizing over all orbital sets that yield it. That is a density functional in the formal sense, but its value still has to be found through orbitals, and inserting an arbitrary set does not evaluate it.

\subsection*{Cases that need care}

\paragraph{No freedom at all.} With one occupied orbital per spin there is no pair to rotate. A change of sign or phase leaves $n_i$ alone, so the correction is fixed by the spin densities. For any pair, $\theta=90^\circ$ exchanges the two densities and restores the energy.

\paragraph{Two distant atoms.} Put one electron of the same spin in each of two identical spherical orbitals $a$ and $b$, a distance $R$ apart with negligible overlap, and keep local exchange only. Let $J$ and $E_x$ belong to one site. The localized description has
\begin{equation}
\sum_i S_i^{\rm loc}=2J+2E_x .
\end{equation}
At $\theta=45^\circ$ we have $\cos2\theta=0$ and $p=ab=0$, so $q=0$ and each orbital has density $N/2$, half an electron on each site. The Hartree sum is
\begin{equation}
\tfrac14(N|N)=\tfrac14\left[2J+2J+\frac{2e^2}{4\pi\varepsilon_0R}\right]
=J+\frac{e^2}{8\pi\varepsilon_0R}.
\end{equation}
Halving a density multiplies its exchange energy by $2^{-4/3}$. Two half-filled sites per orbital give $2^{-1/3}E_x$, and two orbitals give $2^{2/3}E_x$. The energy difference is therefore
\begin{equation}
E_{\rm PZ}^{\rm deloc}-E_{\rm PZ}^{\rm loc}
=J-\frac{e^2}{8\pi\varepsilon_0R}+2\left(1-2^{-1/3}\right)E_x .
\end{equation}
For hydrogen STO-3G functions at $R=20$~\AA, $J=10.539$~eV and $E_x=-9.037$~eV, so the difference is $10.539-0.360-3.729=6.450$~eV. Direct integration over the two pairs of orbitals gives the same value. As $R\to\infty$ it tends to $6.81$~eV, not to zero. The localized orbitals reproduce the sum of two separate atoms; the delocalized ones do not, at the same density.

\paragraph{A degenerate pair.} In a molecule with a threefold axis, a spatial rotation by $120^\circ$ turns a real $e$ pair into itself rotated by $\theta=\pm120^\circ$. Coulomb integrals do not notice the spatial rotation, so Eq.~\eqref{eq:hartree} must be unchanged by this shift. But the shift moves the phase $4\theta$ by $\pm480^\circ$, equivalent to $\pm120^\circ$, and a nonzero sinusoid cannot survive that unchanged. Its amplitude is zero: real rotations of the pair leave the Hartree part constant.

The exchange-correlation part is also unchanged by $\theta\to\theta+90^\circ$, which only reverses $q$. Combined with the $120^\circ$ shift, its period is $30^\circ$, and the first permitted variation is $\cos12\theta$. Each factor $q$ supplies a frequency $2\theta$, so in an expansion in $q$ this variation first appears at sixth order. It can be small without being zero.

Complex orbitals behave differently. The functions $(\phi_1\pm i\phi_2)/\sqrt2$ are orthonormal and both have density $N/2$. They set $q=0$, which no real rotation of the $e$ pair achieves, and leave the total density alone.

\subsection*{Ammonia: one pair}

I use pyramidal ammonia at its RHF/def2-SVP geometry. The orbitals and density come from LSDA, with Slater exchange and PW92 correlation, in the aug-cc-pVDZ basis. The canonical orbitals $2a_1$ (as $\phi_1$) and $3a_1$ (as $\phi_2$) are rotated for one spin only. Their relative sign is arbitrary and is chosen here so that $(D|p)<0$. The opposite choice replaces $\theta$ by $-\theta$, which reverses the sign of the slope at $\theta=0$. The changes in $E_{\rm PZ}$, in eV, are:

\begin{center}
\begin{tabular}{rrrr}
$\theta$ & Hartree & xc & total\\
\hline
$0^\circ$ & 0.000 & 0.000 & 0.000\\
$15^\circ$ & 0.571 & $-0.425$ & 0.146\\
$30^\circ$ & $-0.137$ & 0.055 & $-0.082$\\
$45^\circ$ & $-1.417$ & 1.006 & $-0.410$\\
$60^\circ$ & $-1.988$ & 1.485 & $-0.503$\\
$75^\circ$ & $-1.280$ & 0.966 & $-0.313$\\
$90^\circ$ & 0.000 & 0.000 & 0.000
\end{tabular}
\end{center}

The Hartree column follows from three integrals: $(D|D)=0.916$, $(p|p)=2.333$ and $(D|p)=-1.068$~eV. At $60^\circ$, for example, $\cos4\theta-1=-1.5$ and $\sin4\theta=-0.866$, so
\begin{equation}
-\left[\frac{0.916-2.333}{2}(-1.5)+(-1.068)(-0.866)\right]{\rm eV}
=-1.99~{\rm eV}.
\end{equation}
The exchange-correlation term returns $1.49$~eV of this, leaving $-0.50$~eV.

At $\theta=0$ the slope from Eq.~\eqref{eq:slope} is $1.127$~eV per radian, and finite differences of the energy agree. The canonical orbitals are therefore not stationary for $E_{\rm PZ}$. The Hartree contribution is $-4(D|p)=4.27$~eV per radian, so exchange and correlation supply $-3.15$.

The degenerate $e$ pair shows the exception. Its Hartree amplitude under real rotation is $3.5\times10^{-7}$~eV, zero within numerical error. The complex mixture, again for one spin, changes the Hartree part by $+1.076$~eV and the exchange-correlation part by $-1.748$~eV, a total of $-0.673$~eV. Here exchange and correlation win, whereas the Hartree term won for the distant atoms. No universal preference for separated orbital densities follows from the correction.

\subsection*{Ammonia: the barrier}

The barrier is for pyramidal inversion, whose saddle is planar. Its geometry is also RHF/def2-SVP, and both geometries are held fixed in all comparisons. I compare canonical orbitals with those that minimize $E_{\rm PZ}$ under real rotations, the same for both spins. The minimizing orbitals need not coincide with your colleague's localized ones, which follow from a different criterion and can give yet another barrier. At each geometry three random starts in the def2-SVP basis reached the same lowest energy, and the result was refined in the larger basis. This supports the minimum found among real rotations but does not prove it global; a search started from Boys-localized orbitals at the planar geometry stopped about $0.14$~eV higher. The real minima are also not the lowest among all unitary rotations. Allowing complex orbitals, from one start at each geometry, lowers $E_{\rm PZ}$ by a further $0.19$~eV for the pyramid and $0.48$~eV for the planar molecule. Below, ``minimized'' means real rotations only.

Minimization lowers $E_{\rm PZ}$ by $5.039$~eV for the pyramid and $5.095$~eV for the planar molecule. The largest density change is about $10^{-15}$ of the maximum density, which is rounding error. The barriers differ by the difference of the two lowerings:
\begin{equation}
\Delta E_{\rm can}^\ddagger-\Delta E_{\rm min}^\ddagger
=5.095-5.039=0.056~{\rm eV}.
\end{equation}
About 99\% of the change in total energy cancels, but the remainder matters for a barrier:

\begin{center}
\begin{tabular}{lrr}
Level & eV & kJ/mol\\
\hline
LSDA & 0.173 & 16.7\\
PZ, canonical & 0.633 & 61.1\\
PZ, minimized & 0.577 & 55.7\\
RHF & 0.222 & 21.4\\
CCSD, frozen core & 0.240 & 23.2
\end{tabular}
\end{center}

With equal prefactors and $k_{\rm B}T=0.0862$~eV at 1000~K, the shift corresponds to a rate factor $\exp(0.0558/0.0862)=1.9$. Even the canonical label leaves some freedom, because the real $e$ pair may be oriented at will. I fixed it by diagonalizing the coordinate $x$ within the pair, with one hydrogen on the $x$ axis. Sampling other real orientations changes the energy by at most about $0.01$~eV at either geometry, part of which is integration-grid error, so independent real choices could spread the canonical barrier over up to about $0.02$~eV. Complex mixtures of the degenerate pair are canonical as well, and they change the energy far more: the $-0.673$~eV found above for one spin of the pyramid doubles when both spins are treated alike. The planar molecule gives $-0.621$~eV per spin, so most of this cancels in the barrier if the same mixture is used at both geometries. The remainder still raises the canonical barrier by $0.10$~eV, to $0.74$~eV, about twice the shift found above. Nothing cancels if a complex pair at one geometry is compared with a real pair at the other.

The value $0.056$~eV is not a transferable property of ammonia. A finer integration grid, with the orbitals fixed, leaves it at $0.056$~eV, but the basis matters: def2-SVP gives $0.024$~eV with a coarser grid and $0.023$~eV with the same grid, and aug-cc-pVTZ gives $0.053$~eV. In aug-cc-pVTZ the LSDA, canonical and minimized barriers become $0.168$, $0.619$ and $0.566$~eV, so the tabulated values are converged only to about $0.01$~eV. Replacing the LSDA orbitals and density by RHF ones, while keeping the LSDA-based correction, gives $-0.101$~eV: the order of the two barriers reverses. The minimized barrier itself then rises from $0.577$ to $0.649$~eV. The orbital dependence persists in each of these calculations, but its size and sign for this barrier depend on the input. A self-consistent PZ calculation would relax the density as well, and none was done here.

\subsection*{Beside the real molecule}

Ammonia is a nitrogen source for nitride films, and 1000~K is a rough temperature for thermal deposition. Its real inversion barrier is roughly $0.22$ to $0.25$~eV, the lower figure being the purely electronic barrier and the upper an effective value fitted to spectra. Both PZ barriers are more than twice that, and also more than twice the CCSD value, which itself omits triple excitations and the basis-set limit. With either of these two real orbital sets the correction makes the LSDA barrier worse. This does not carry over to complex orbitals: minimizing over them at the same density gives about $0.28$~eV, close to the reference. The orbital rule can thus move this barrier by about $0.3$~eV, far more than the $0.056$~eV between the two real sets. The fixed classical nuclei of the model are not realistic either: harmonic RHF/def2-SVP frequencies change the barrier by $-0.052$~eV through zero-point energy. The tunnelling crossover is roughly 200~K, and the Wigner factor at 1000~K is only $1.07$. These nuclear corrections belong to the RHF surface. Each orbital rule defines its own surface with its own frequencies: raising nitrogen $0.12$~\AA\ out of the plane at fixed bond length lowers the energy by $0.03$~eV in LSDA, $0.09$~eV with canonical and $0.24$~eV with real minimized orbitals. At the size found for RHF the corrections are too small to remove the discrepancy of the two real sets with the reference. Inversion is a test of the electronic method; it is not the surface reaction that grows a film, and the factor $1.9$ is not a growth-rate prediction.

For your comparison, use one orbital rule at the reactant and at the saddle, and state it with the barrier. If the rule is minimization, say whether complex orbitals were allowed, try several starts, and check Eq.~\eqref{eq:slope} for all pairs. Also state whether the density was relaxed with the correction or taken from another calculation. The remaining digits are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
N-H length, pyramid: 1.0057 angstrom
N height above H plane, pyramid: 0.3754 angstrom
N-H length, planar saddle: 0.9925 angstrom
One-spin rotation of 2a1 and 3a1, pyramid; changes of E_PZ in eV:
angle(deg)  Hartree part   xc part     total
     0       -0.0000     -0.0000     -0.0000
    15        0.5711     -0.4254      0.1456
    30       -0.1373      0.0554     -0.0819
    45       -1.4168      1.0064     -0.4104
    60       -1.9878      1.4852     -0.5027
    75       -1.2795      0.9662     -0.3133
    90       -0.0000     -0.0000     -0.0000
(D|D), (p|p), (D|p): 0.9160, 2.3327, -1.0684 eV
Slope dE_PZ/dtheta at 0, potentials: 1.1268 eV/rad
Slope dE_PZ/dtheta at 0, differences: 1.1268 eV/rad
Hartree-Fock self-interaction residue: -3.2e-15 eV
e pair, real rotation, Hartree amplitude: 3.5e-07 eV
e pair, complex mixture, Hartree change of E_PZ: 1.0756 eV
e pair, complex mixture, xc change of E_PZ: -1.7483 eV
e pair, complex mixture, total: -0.6727 eV
Two H sites, distance: 20.0 angstrom
One site J and E_x: 10.5391, -9.0369 eV
Delocalized minus localized, formula: 6.4504 eV
Delocalized minus localized, direct: 6.4504 eV
pyramid: E_PZ canonical - minimised: 5.0394 eV
pyramid: largest relative density change: 1.5e-15
pyramid: range from real e-pair choice, both spins: 0.0076 eV
pyramid: starts reaching lowest E_PZ: 3 of 3
planar: E_PZ canonical - minimised: 5.0952 eV
planar: largest relative density change: 8.8e-16
planar: range from real e-pair choice, both spins: 0.0094 eV
planar: starts reaching lowest E_PZ: 3 of 3
Barrier, LSDA: 0.1734 eV = 16.73 kJ/mol
Barrier, PZ canonical: 0.6330 eV = 61.07 kJ/mol
Barrier, PZ minimised: 0.5772 eV = 55.69 kJ/mol
Barrier, RHF: 0.2220 eV = 21.42 kJ/mol
Barrier, CCSD frozen core: 0.2401 eV = 23.16 kJ/mol
PZ barrier shift, canonical - minimised: 0.0558 eV
Rate factor from shift at 1000 K: 1.91
Same shift in def2-SVP, coarse grid: 0.0241 eV
Same shift on finer grid: 0.0563 eV
Same shift with RHF orbitals and density: -0.1005 eV
PZ minimised barrier with RHF density: 0.6487 eV
Zero-point change of barrier: -0.0521 eV
Imaginary wavenumber: 911 cm^-1
Tunnelling crossover temperature: 209 K
Wigner factor at 1000 K: 1.072
\end{verbatim}
